**Surface-stress error in wafer-curvature data: a layered-plate calculation**

The program tests the relation $\sigma_{\rm app}=\sigma+\Delta f/h$, where $\sigma$ is the interior film stress, $h$ the film thickness and $\Delta f$ the net change of surface and interface stress. It represents surface stresses by excess stress in single atomic layers, obtains $\Delta f$ from the energy of uniform stretching, and finds the curvature separately from force and moment balance. For $\Delta f=2$ N/m and $h=10$ nm, the plate model gives an error of 199.96 MPa, against 200 MPa from the formula. The program asserts this agreement within 0.3 MPa, the cancellation of an unchanged back face, and the small change of interior stress. It also asserts the slope and intercept of a thickness series, the shift of the intercept by a true stress part $c/h$, and the thickness for a 10% error. The formulas for gravity sag and for the stretching energy of a spherical cap are compared with separate energy minimizations. The output also sizes neglected effects for the stated rough or assumed inputs; these sizes are estimates, not measured data.

## Program and output

```python
# Result under test: wafer curvature read with the Stoney relation gives
#   apparent stress = film stress + net surface stress / film thickness,
# where net surface stress = film surface + interface - covered wafer surface.
# A net 2 N/m on a 10 nm film should therefore give an error of 200 MPa.
# Symbols: H wafer thickness, h film thickness, M biaxial modulus, f surface
# stress, kappa curvature (positive: concave towards the film). SI units inside.
# Independent road: a layered plate, with surface stress carried by excess
# stress in single atomic layers, solved for zero force and zero moment.
import numpy as np
from scipy.constants import g as gravity

nm, um, MPa, GPa = 1e-9, 1e-6, 1e6, 1e9
h = 10 * nm
H = 200 * um
diameter = 0.100
radius = diameter / 2
M_wafer, M_film = 180 * GPa, 200 * GPa      # rough typical values
poisson = 0.28                              # wafer, rough
density = 2300.0                            # wafer, rough, kg/m^3
film_stress = 300 * MPa                     # assumed
f_top, f_int, f_bare = 1.5, 1.0, 0.5        # assumed, N/m
f_net = f_top + f_int - f_bare
atomic_layer = 0.2 * nm


def build(thickness, stress, top, interface, back):
    """Layers from back to front: thickness, mid-height, modulus, stress.
    thickness = 0 means a bare wafer, whose front face carries 'interface'."""
    d = atomic_layer
    t = [d, H - 2 * d, d]
    m = [M_wafer] * 3
    s = [back / d, 0.0, interface / d]
    if thickness > 0:
        t += [thickness - d, d]
        m += [M_film] * 2
        s += [stress, stress + top / d]
    t, m, s = map(np.array, (t, m, s))
    mid = -H / 2 + np.cumsum(t) - t / 2
    return t, mid, m, s


def relax(layers):
    """Mid-plane strain and curvature from zero force and zero moment."""
    t, z, m, s = layers
    a0, a1 = np.sum(m * t), np.sum(m * t * z)
    a2 = np.sum(m * t * (z**2 + t**2 / 12))
    matrix = np.array([[a0, -a1 / H], [a1 / H, -a2 / H**2]])
    load = -np.array([np.sum(s * t), np.sum(s * t * z) / H])
    strain, scaled = np.linalg.solve(matrix, load)
    return strain, scaled / H


def stretch_energy(layers, strain):
    """Energy per reference area under uniform equibiaxial strain."""
    t, z, m, s = layers
    return np.sum(t * (m * strain**2 + 2 * s * strain))


def stoney_force(kappa, wafer=H):
    return M_wafer * wafer**2 * kappa / 6


def measured_force(thickness, stress, top=f_top, interface=f_int,
                   bare=f_bare, back=f_bare):
    coated = relax(build(thickness, stress, top, interface, back))[1]
    reference = relax(build(0, 0, 0, bare, back))[1]
    return stoney_force(coated - reference)


# Net surface stress from its definition: half the slope of excess energy.
def excess_slope(with_surfaces, without_surfaces):
    d = 1e-3
    def excess(e):
        return (stretch_energy(with_surfaces, e)
                - stretch_energy(without_surfaces, e))
    return (excess(d) - excess(-d)) / (4 * d)


f_from_energy = (
    excess_slope(build(h, film_stress, f_top, f_int, f_bare),
                 build(h, film_stress, 0, 0, 0))
    - excess_slope(build(0, 0, 0, f_bare, f_bare), build(0, 0, 0, 0, 0)))
assert abs(f_from_energy - 2.0) < 1e-6

# Main result; neglected terms are of relative order h/H, below 0.3 MPa here.
force = measured_force(h, film_stress)
apparent = force / h
no_surface = measured_force(h, film_stress, 0, 0, 0, 0) / h
error = apparent - no_surface
assert abs(apparent - (film_stress + f_from_energy / h)) < 0.3 * MPa
assert abs(no_surface - film_stress) < 0.3 * MPa
assert abs(error - 200 * MPa) < 0.3 * MPa

# The unchanged back face must cancel, whatever its surface stress.
other_back = measured_force(h, film_stress, back=3.0) / h
assert abs(other_back - apparent) < 0.3 * MPa

# Curvature, bow and the true change of stress in the film interior.
e_coated, k_coated = relax(build(h, film_stress, f_top, f_int, f_bare))
e_bare, k_bare = relax(build(0, 0, 0, f_bare, f_bare))
kappa = k_coated - k_bare
kappa_surface = 6 * f_net / (M_wafer * H**2)
bow = kappa * diameter**2 / 8
interior_change = M_film * ((e_coated - e_bare) - kappa * H / 2)
interior_formula = -4 * M_film * force / (M_wafer * H)
assert abs(interior_change / interior_formula - 1) < 2e-3

# Thickness series: slope and intercept of force against thickness.
series = np.array([5, 10, 20, 40]) * nm
forces = np.array([measured_force(x, film_stress) for x in series])
slope, intercept = np.polyfit(series, forces, 1)
assert abs(slope - film_stress) < 1 * MPa and abs(intercept - f_net) < 0.01
# A true stress part c/h is mistaken for surface stress by the same plot.
c_part = 1.0
forces_c = np.array([measured_force(x, film_stress + c_part / x)
                     for x in series])
slope_c, intercept_c = np.polyfit(series, forces_c, 1)
# The outer atomic layer also carries c/h, so c enters in full.
assert abs(intercept_c - (f_net + c_part)) < 0.01

# Thickness at which the error is one tenth of the film stress.
h_tenth = f_net / (0.1 * film_stress)
ratio = measured_force(h_tenth, film_stress) / h_tenth / film_stress - 1
assert abs(ratio - 0.1) < 2e-3              # plate corrections of order h/H

# Gravity sag of an edge-supported disc: closed form against minimum energy.
x, w = np.polynomial.legendre.leggauss(12)
x, w = (x + 1) / 2, w / 2
E_wafer = M_wafer * (1 - poisson)
bending = E_wafer * H**3 / (12 * (1 - poisson**2))
pressure = density * gravity * H
sag = ((5 + poisson) * pressure * radius**4
       / (64 * (1 + poisson) * bending))
shape = np.array([1 - x**2, 1 - x**4])
second = np.array([-2 + 0 * x, -12 * x**2])
hoop = np.array([-2 + 0 * x, -4 * x**2])
total = second + hoop
stiff = (total * w * x) @ total.T - (1 - poisson) * (
    (second * w * x) @ hoop.T + (hoop * w * x) @ second.T)
amplitudes = np.linalg.solve(stiff * bending / radius**2,
                             pressure * radius**2 * (shape @ (w * x)))
assert abs(amplitudes.sum() / sag - 1) < 1e-9

# Stretching energy of a spherical cap, in units E H a^4 kappa^4 per area.
law = np.array([[1, poisson], [poisson, 1]])
basis = np.array([[1 + 0 * x, 3 * x**2], [1 + 0 * x, x**2]])
given = np.array([x**2 / 2, 0 * x])
weight = 2 * x * w
K = np.einsum('n,ain,ab,bjn->ij', weight, basis, law, basis)
R = -np.einsum('n,ain,ab,bn->i', weight, basis, law, given)
c = np.linalg.solve(K, R)
strain = given + np.einsum('ain,i->an', basis, c)
cap = np.einsum('n,an,ab,bn->', weight, strain, law, strain)
cap /= 2 * (1 - poisson**2)
assert abs(cap * 384 - 1) < 1e-9

# Sizes of neglected effects, all as stress in the 10 nm film.
plate_effect = apparent - (film_stress + f_net / h)
surface_modulus = 10.0                      # rough upper size, N/m
surface_elastic = surface_modulus * film_stress / M_film / h
expansion_mismatch, delta_T = 14e-6, 5.0    # rough, 1/K; assumed, K
thermal = -M_film * expansion_mismatch * delta_T
thinner = measured_force(9 * nm, film_stress) / h - apparent
adsorption_change = 0.5                     # assumed, N/m
adsorption = adsorption_change / h
resolution = 1e-4                           # assumed, 1/m
resolution_stress = stoney_force(resolution) / h
thick_wafer = 775 * um
resolution_thick = stoney_force(resolution, thick_wafer) / h
kappa_sag = 8 * sag / diameter**2
sag_stress = stoney_force(0.01 * kappa_sag) / h
stretching = (E_wafer * radius**4 / 96
              * ((kappa + kappa_sag)**3 - kappa_sag**3)) / h


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("film thickness", h / nm, "nm")
show("wafer thickness", H / um, "um")
show("wafer diameter", diameter * 1e3, "mm")
show("wafer biaxial modulus (rough)", M_wafer / GPa, "GPa")
show("film biaxial modulus (rough)", M_film / GPa, "GPa")
show("wafer Poisson ratio (rough)", poisson, "(no unit)")
show("wafer density (rough)", density, "kg/m^3")
show("assumed film interior stress", film_stress / MPa, "MPa")
show("film surface stress", f_top, "N/m")
show("interface stress", f_int, "N/m")
show("covered wafer surface stress", f_bare, "N/m")
show("net surface stress from energy slope", f_from_energy, "N/m")
show("force per width from film interior", film_stress * h, "N/m")
show("force per width from curvature", force, "N/m")
show("curvature change", kappa, "1/m")
show("radius of curvature", 1 / kappa, "m")
show("curvature due to net surface stress", kappa_surface, "1/m")
show("bow over the diameter", bow / um, "um")
show("apparent stress, plate model", apparent / MPa, "MPa", 5)
show("apparent stress without surface terms", no_surface / MPa, "MPa", 5)
show("APPARENT STRESS ERROR, plate model", error / MPa, "MPa", 5)
show("apparent stress error, f/h", f_net / h / MPa, "MPa", 5)
show("error relative to film stress", 100 * error / film_stress, "%", 3)
show("true change of interior stress", interior_change / MPa, "MPa", 3)
print("thickness series:", np.round(series / nm).astype(int), "nm")
print("apparent stress in series:", np.round(forces / series / MPa, 1), "MPa")
show("series slope", slope / MPa, "MPa")
show("series intercept", intercept, "N/m")
show("added true stress part c", c_part, "N/m")
show("series slope with c/h stress", slope_c / MPa, "MPa")
show("series intercept with c/h stress", intercept_c, "N/m")
show("thickness for 10 % error", h_tenth / nm, "nm", 3)
print("Neglected effects, as stress in the film")
show("film stiffness and finite thickness", plate_effect / MPa, "MPa", 2)
show("surface modulus (rough upper size)", surface_modulus, "N/m")
show("surface elasticity", surface_elastic / MPa, "MPa", 2)
show("expansion mismatch (rough)", expansion_mismatch * 1e6, "1e-6/K")
show("warming between scans", delta_T, "K")
show("thermal stress from this warming", thermal / MPa, "MPa", 3)
show("film 9 nm thick but taken as 10 nm", thinner / MPa, "MPa", 3)
show("assumed adsorption change", adsorption_change, "N/m")
show("effect of adsorption change", adsorption / MPa, "MPa", 3)
show("assumed curvature resolution", resolution, "1/m")
show("resolution on this wafer", resolution_stress / MPa, "MPa", 3)
show("standard wafer thickness", thick_wafer / um, "um")
show("resolution on standard wafer", resolution_thick / MPa, "MPa", 3)
show("gravity sag, edge support", sag / um, "um", 3)
show("1 % of sag left uncancelled", sag_stress / MPa, "MPa", 3)
show("wafer stretching, stress understated by", stretching / MPa, "MPa", 2)
print("all tests passed")
```

Printed output:

```
film thickness: 10 nm
wafer thickness: 200 um
wafer diameter: 100 mm
wafer biaxial modulus (rough): 180 GPa
film biaxial modulus (rough): 200 GPa
wafer Poisson ratio (rough): 0.28 (no unit)
wafer density (rough): 2300 kg/m^3
assumed film interior stress: 300 MPa
film surface stress: 1.5 N/m
interface stress: 1 N/m
covered wafer surface stress: 0.5 N/m
net surface stress from energy slope: 2 N/m
force per width from film interior: 3 N/m
force per width from curvature: 4.999 N/m
curvature change: 0.004166 1/m
radius of curvature: 240 m
curvature due to net surface stress: 0.001667 1/m
bow over the diameter: 5.207 um
apparent stress, plate model: 499.91 MPa
apparent stress without surface terms: 299.95 MPa
APPARENT STRESS ERROR, plate model: 199.96 MPa
apparent stress error, f/h: 200 MPa
error relative to film stress: 66.7 %
true change of interior stress: -0.111 MPa
thickness series: [ 5 10 20 40] nm
apparent stress in series: [699.9 499.9 399.9 349.8] MPa
series slope: 299.7 MPa
series intercept: 2.002 N/m
added true stress part c: 1 N/m
series slope with c/h stress: 299.7 MPa
series intercept with c/h stress: 3.002 N/m
thickness for 10 % error: 66.7 nm
Neglected effects, as stress in the film
film stiffness and finite thickness: -0.087 MPa
surface modulus (rough upper size): 10 N/m
surface elasticity: 1.5 MPa
expansion mismatch (rough): 14 1e-6/K
warming between scans: 5 K
thermal stress from this warming: -14 MPa
film 9 nm thick but taken as 10 nm: -30 MPa
assumed adsorption change: 0.5 N/m
effect of adsorption change: 50 MPa
assumed curvature resolution: 0.0001 1/m
resolution on this wafer: 12 MPa
standard wafer thickness: 775 um
resolution on standard wafer: 180 MPa
gravity sag, edge support: 19.4 um
1 % of sag left uncancelled: 18.6 MPa
wafer stretching, stress understated by: 3.3 MPa
all tests passed
```
